# The shallow outer well of the lowest ungerade curve of H₂⁺

## Problem

One electron moves in the field of two protons held at a distance $R$. In atomic units the Hamiltonian is

$$H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}+\frac1R ,$$

where $r_a,r_b$ are the distances of the electron from protons $A$ and $B$, at $z=-R/2$ and $z=+R/2$. Let $\psi_g$ and $\psi_u$ be the lowest states that are even and odd under reflection in the midplane $z=0$, with energies $E_g(R)$ and $E_u(R)$. Both energies tend to $-\tfrac12$, that of a hydrogen atom and a distant proton.

The odd state is repulsive at moderate distances, yet a distant proton polarises the atom and attracts it. Find the leading form of $E_u(R)+\tfrac12$ at large $R$, locate its minimum and find the depth. Then judge the result against a numerical solution of the same problem.

The protons are clamped and relativity is left out. The repulsion is labelled "exchange" in the numerical output, but with one electron there is no Pauli principle at work: it is the energy cost of the node at $z=0$.

## First estimate by scaling

The proton produces a field $1/R^2$ at the atom. The polarisability of an atom of unit size is of order one, so the attraction is of order $-1/R^4$. The node matters only as far as the electron reaches the midplane, where the atomic density is of order $e^{-2(R/2)}=e^{-R}$. With all prefactors set to one,

$$V_{\rm est}=-\frac1{R^4}+e^{-R},\qquad V_{\rm est}'=0\;\Rightarrow\;e^{-R}=\frac4{R^5}\;\Rightarrow\;R=5\ln R-\ln4 .$$

At $R=10$ the right side is $11.5-1.4=10.1$, so the large root is near 10 bohr. Inserting $e^{-R}=4/R^5$ gives the depth $R^{-4}(1-4/R)\approx10^{-4}\times0.6$ hartree, of order $10\ \mathrm{cm^{-1}}$. The well is far out and very shallow. Its position depends on the logarithm of the prefactors, which must now be found.

## Solution

### Separating the two effects

Define the localised functions and the two energies

$$\psi_{A}=\frac{\psi_g+\psi_u}{\sqrt2},\quad \psi_{B}=\frac{\psi_g-\psi_u}{\sqrt2},\quad \bar E=\frac{E_g+E_u}2,\quad \Delta=E_u-E_g .$$

The signs are chosen so that $\psi_g$ and $\psi_u$ are both positive for $z<0$; then $\psi_A$ sits on $A$. Acting with $H$,

$$H\psi_A=\frac{E_g\psi_g+E_u\psi_u}{\sqrt2}=\bar E\,\psi_A-\frac\Delta2\,\psi_B .$$

Since $\Delta$ will prove exponentially small, $\psi_A$ describes an atom at $A$ perturbed by the proton at $B$, with energy $\bar E$ up to exponentially small terms. The required energy is $E_u=\bar E+\Delta/2$: polarisation is in the first term, the node in the second.

### Polarisation

Put the origin at $A$, with $r=r_a$ and $\theta$ measured from the direction of $B$. The perturbation is

$$W=\frac1R-\frac1{r_b}=-\sum_{l\ge1}\frac{r^l}{R^{l+1}}P_l(\cos\theta).$$

The term $l=0$ has cancelled against the proton repulsion. The expansion holds for $r<R$; the region beyond carries an exponentially small part of the density. The ground state $\psi_0=e^{-r}/\sqrt\pi$ is spherical, so each term averages to zero and there is no first-order energy.

Write the first-order function as $\psi_1=u\psi_0$. Because $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$, the equation $(H_0-E_0)\psi_1=-W\psi_0$ becomes

$$-\tfrac12\nabla^2u+\frac{\partial u}{\partial r}=-W .$$

For each $l$ try $u=(a\,r^l+b\,r^{l+1})P_l/R^{l+1}$. Here $\nabla^2(r^lP_l)=0$ and $\nabla^2(r^{l+1}P_l)=[(l+1)(l+2)-l(l+1)]\,r^{l-1}P_l=2(l+1)r^{l-1}P_l$, so

$$\left[-b(l+1)+a\,l\right]r^{l-1}+b(l+1)r^l=r^l .$$

Hence $b=1/(l+1)$ and $a=1/l$. The second-order energy is $\langle\psi_0|W|\psi_1\rangle$. The angular average of $P_l^2$ is $1/(2l+1)$, which gives

$$E^{(2)}=-\sum_{l\ge1}\frac1{(2l+1)R^{2l+2}}\left[\frac{\langle r^{2l}\rangle}{l}+\frac{\langle r^{2l+1}\rangle}{l+1}\right],\qquad \langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}dr=\frac{(n+2)!}{2^{n+1}} .$$

With $\langle r^2\rangle=3$ and $\langle r^3\rangle=\tfrac{15}2$, the dipole coefficient is $\tfrac13(3+\tfrac{15}4)=\tfrac94$. With $\langle r^4\rangle=\tfrac{45}2$ and $\langle r^5\rangle=\tfrac{315}4$, the quadrupole coefficient is $\tfrac15(\tfrac{45}4+\tfrac{105}4)=\tfrac{15}2$.

The third-order energy is $\langle\psi_1|W|\psi_1\rangle$. Three dipole factors average to zero by parity, so it begins with two dipoles and one quadrupole, at $R^{-7}$. The angular average of $P_1^2P_2$ is $\tfrac12(\tfrac35-\tfrac13)=\tfrac2{15}$. The quadrupole factor can stand in $W$, or in either of the two functions $\psi_1$:

$$-\frac{2}{15R^7}\left\langle r^2\Big(r+\frac{r^2}2\Big)^2+2r\Big(r+\frac{r^2}2\Big)\Big(\frac{r^2}2+\frac{r^3}3\Big)\right\rangle
=-\frac{2}{15R^7}\left\langle 2r^4+\frac{13}6r^5+\frac7{12}r^6\right\rangle .$$

With $\langle r^6\rangle=315$ the average is $45+170.625+183.75=399.375$, and the coefficient is $\tfrac{213}4$. Thus

$$\bar E+\frac12=-\frac9{4R^4}-\frac{15}{2R^6}-\frac{213}{4R^7}+O(R^{-8}).$$

### The splitting as a flux through the midplane

Multiply the equation for $\psi_u$ by $\psi_g$, that for $\psi_g$ by $\psi_u$, and subtract. The potentials cancel:

$$\Delta\,\psi_g\psi_u=-\tfrac12\nabla\!\cdot(\psi_g\nabla\psi_u-\psi_u\nabla\psi_g).$$

Integrate over the left half-space $L$, whose outward normal on the midplane $S$ points along $+z$. There $\psi_u=0$, so

$$\Delta\int_L\psi_g\psi_u\,dV=-\frac12\int_S\psi_g\,\partial_z\psi_u\,dS .$$

This holds at any $R$. The sign is right: $\psi_u$ falls to zero as $S$ is approached from the left, so $\Delta>0$.

At large $R$ two simplifications follow. First, $\psi_g\psi_u=\tfrac12(\psi_A^2-\psi_B^2)$, and $\psi_B^2$ is small in $L$, so the integral on the left tends to $\tfrac12$. Secondly, on $S$ one has $\psi_B=\psi_A$ and $\partial_z\psi_B=-\partial_z\psi_A$, so $\psi_g=\sqrt2\,\psi_A$ and $\partial_z\psi_u=\sqrt2\,\partial_z\psi_A$. Therefore

$$\Delta\simeq-2\int_S\psi_A\,\partial_z\psi_A\,dS .$$

### The tail near the midplane

It is not enough to insert $\psi_A=\psi_0$. The second proton pulls the tail outwards over a path of length $R/2$, and the effect of a potential of order $1/R$ accumulates to a finite factor. Write $\psi_A=\psi_0f$. As in the first-order equation,

$$-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}+Wf=O(R^{-4})f .$$

The factor $f$ varies over distances of order $R$. Hence $\nabla^2f$ is of order $R^{-2}$, while the next two terms are of order $R^{-1}$. On the axis between the protons $W=1/R-1/(R-r)$, and to leading order

$$\frac{d\ln f}{dr}=\frac1{R-r}-\frac1R,\qquad f=\frac{e^{-r/R}}{1-r/R}.$$

The constant of integration is fixed by $f=1$ at the nucleus, since in its neighbourhood the distortion is at most of order $R^{-2}$. At the midpoint $f=2e^{-1/2}$, so the density there is raised by $f^2=4/e$.

At a distance $\rho$ from the axis in the midplane, $r=\sqrt{R^2/4+\rho^2}\simeq R/2+\rho^2/R$. The density $e^{-2r}$ thus confines the flux to $\rho^2$ of order $R$. Across that region $f$ changes by a relative amount of at most order $\rho^2/R^2\sim1/R$, so it may be kept at its midpoint value. To the same order $\partial_z\psi_A=-\cos\theta\,\psi_A$, with $\cos\theta=R/(2r)$. Using $dS=2\pi\rho\,d\rho=2\pi r\,dr$,

$$\Delta\simeq2\cdot\frac4{e\pi}\int_{R/2}^\infty e^{-2r}\,\frac R{2r}\,2\pi r\,dr=\frac{8R}e\cdot\frac{e^{-R}}2=\frac4e\,R\,e^{-R}.$$

### The balance

Keeping the leading term of each effect gives the two-term model

$$V(R)=-\frac9{4R^4}+\frac2e\,R\,e^{-R}.$$

The neglected terms are of relative order $R^{-2}$ in the first part and $R^{-1}$ in the second. For the even state the second term changes sign. Then both terms pull inwards for $R>1$, and the model has no such balance. For the odd state,

$$V'=\frac9{R^5}-\frac2e(R-1)e^{-R}=0\quad\Longleftrightarrow\quad R=\ln\frac{2R^5(R-1)}{9e}.$$

Starting from 12 bohr, repeated insertion gives 12.318, 12.478, 12.556, 12.594 and so on, converging to $R_m=12.630$ bohr. The error is roughly halved each time because the derivative of the right side, $5/R+1/(R-1)$, is about 0.48 there.

To see what kind of stationary point this is, write $V'=R^{-5}[9-(2/e)h]$ with $h=R^5(R-1)e^{-R}$. For $R>1$,

$$\frac{h'}h=\frac5R+\frac1{R-1}-1=0\;\Rightarrow\;R^2-7R+5=0\;\Rightarrow\;R=\frac{7+\sqrt{29}}2\approx6.19,$$

the other root being below 1. So $h$ rises from zero to a single peak and falls again. At $R=6$ it is already about 96, well above the required $9e/2\approx12$, so there are two crossings. Between them $V'<0$, and outside them $V'>0$: the outer one is a minimum, the inner one a maximum. The inner one lies at 2.51 bohr, where an expansion for large $R$ has no authority.

For the depth, the balance gives $(2/e)Re^{-R}=9/[R^4(R-1)]$ at the minimum. Hence

$$D=-V(R_m)=\frac9{4R_m^4}\left(1-\frac4{R_m-1}\right)=\frac9{4R_m^4}\,\frac{R_m-5}{R_m-1}.$$

In numbers, the attraction is $19.41\ \mathrm{cm^{-1}}$ and the repulsion $6.68\ \mathrm{cm^{-1}}$, so

$$D=19.41-6.68=12.73\ \mathrm{cm^{-1}}\quad(5.80\times10^{-5}\ \text{hartree}).$$

The forces are equal but the energies are not. The repulsion falls off much faster, so it needs only a fraction $4/(R_m-1)=0.34$ of the attractive energy to match its slope.

### The numerical curve

The full clamped problem separates in $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$. For states symmetric about the axis,

$$\nabla^2=\frac4{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right],\qquad \frac1{r_a}+\frac1{r_b}=\frac{4\xi}{R(\xi^2-\eta^2)}.$$

Let $\varepsilon=E-1/R$ and $p^2=-\varepsilon R^2/2$. Multiplying the Schrödinger equation by $-R^2(\xi^2-\eta^2)/2$ and setting $\psi=X(\xi)Y(\eta)$ gives

$$\left[\partial_\xi(\xi^2-1)\partial_\xi+2R\xi-p^2\xi^2\right]X=-AX,\qquad\left[\partial_\eta(1-\eta^2)\partial_\eta+p^2\eta^2\right]Y=AY .$$

Even $Y$ gives $\psi_g$, odd $Y$ gives $\psi_u$. Both equations were diagonalised in finite bases and $\varepsilon$ adjusted until the two values of $A$ agreed. The resulting curve has its minimum at

$$R=12.546\ \text{bohr},\qquad D=13.34\ \mathrm{cm^{-1}}\quad(6.08\times10^{-5}\ \text{hartree}).$$

Sampled at steps of 1 bohr, it falls from 1 to 12 bohr and rises from 13 to 20 bohr. The inner maximum of the model does not appear.

## Comparison

**Scaling against the model.** Scaling put the well near 10 bohr, too close by about a fifth, but its depth came out nearly right. That is a cancellation. The true coefficient is $\tfrac94$ instead of 1, while the larger distance reduces $R^{-4}$ by $(12.63/10)^4\approx2.5$. Scaling alone supports the order of magnitude, not the second digit.

**Two-term model against the numerical curve.** The model places the minimum 0.08 bohr too far out and makes the well 4.6% too shallow, relative to the numerical depth. The parts show why. At 12.546 bohr the numerical mean energy $\bar E+\tfrac12$ is $-20.68\ \mathrm{cm^{-1}}$ and the half-splitting is $7.34\ \mathrm{cm^{-1}}$. The leading formulas give $-19.93$ and $7.21\ \mathrm{cm^{-1}}$ at the same distance. The model therefore lacks $0.75\ \mathrm{cm^{-1}}$ of attraction but only $0.13\ \mathrm{cm^{-1}}$ of repulsion.

Most of the missing attraction comes from the next two inverse powers, which contribute $0.42$ and $0.24\ \mathrm{cm^{-1}}$. With them included, the minimum moves to 12.530 bohr and the depth to $13.38\ \mathrm{cm^{-1}}$, 0.3% above the numerical value. This close agreement also owes something to cancellation: about $0.09\ \mathrm{cm^{-1}}$ of attraction and $0.13\ \mathrm{cm^{-1}}$ of repulsion are still missing.

**The effect of the distorted tail.** Setting $f=1$ multiplies the repulsion by $e/4\approx0.68$. The minimum then moves in to 11.86 bohr and the depth rises to $15.8\ \mathrm{cm^{-1}}$, 18% too deep. The shift can be predicted. If the repulsion is multiplied by $s$, the balance becomes $R=\ln s+\ln[2R^5(R-1)/(9e)]$, and a small change obeys

$$\delta R\simeq\frac{\ln s}{1-5/R-1/(R-1)}\approx1.9\,\ln s .$$

For $s=e/4$, $\ln s=-0.39$ and $\delta R\approx-0.7$ bohr, close to the computed $-0.77$. The position is forgiving because it depends on $\ln s$, but a prefactor wrong by a third is still visible.

**Where the model fails.** At 20 bohr the model gives $-3.08$ against $-3.12\ \mathrm{cm^{-1}}$. At 11 bohr it gives $-4.06$ against $-5.36\ \mathrm{cm^{-1}}$: the absolute error is modest, but the two effects nearly cancel, so the relative error is large. At 8 bohr both curves are above $300\ \mathrm{cm^{-1}}$ and the well has long been left behind.

**Checks on the ingredients.** At 12.5 bohr the flux formula and the difference of energies give the same splitting, $15.315\ \mathrm{cm^{-1}}$, and the half-space overlap is 0.49997. The splitting exceeds its leading law by 1.4%, 1.8% and 1.7% at 10, 14 and 20 bohr. Over these three distances the excess first grows and then falls; extrapolation in $1/R$ brings the ratio to 0.997, consistent with the limit 1. The $R^{-7}$ coefficient extracted from the numerical curves at 18, 24 and 32 bohr is 54.2 to 54.3 (multiplication by $R^7$ magnifies rounding error, which moves the value by about 0.02), against the derived 53.25; the extrapolation leaves out higher powers of $1/R$. The remaining figures are in the numerical output below. The fraction printed there with the tail factor $f$ is $r/R$, with $r$ the distance from proton $A$ along the axis, so that 0.5 is the midpoint.

The depth found here belongs to a curve for clamped protons. Whether the well holds a vibrational level is a separate question, which requires the motion of the nuclei.

## Numbers as computed

```
1 hartree = 219474.631 cm^-1
Coefficients of -1/R^4, -1/R^6, -1/R^7 (atomic units): 9/4 15/2 213/4
R^-7 coefficient from numerical curves: 54.26 a.u.
Tail factor f at z/R=0.25: numerical limit 1.0382, formula 1.0384
Tail factor f at z/R=0.5: numerical limit 1.2112, formula 1.2131
At R = 12.5 bohr:
  splitting from energies 15.31537 cm^-1
  splitting from surface  15.31537 cm^-1
  half-space overlap of g and u 0.499975
Splitting / leading law at R=10 bohr: 1.0144
Splitting / leading law at R=14 bohr: 1.0184
Splitting / leading law at R=20 bohr: 1.0168
Same ratio extrapolated to infinite R: 0.9973
Iterates of the balance (bohr): 12.000 12.318 12.478 12.556 12.594 12.613 12.621 12.626
Two-term minimum: R = 12.630 bohr
  polarisation -19.408 cm^-1
  exchange 6.675 cm^-1
  depth 12.733 cm^-1 = 5.8015e-05 hartree
  cancelled fraction 4/(R-1) = 0.3439
Peak of R^5 (R-1) exp(-R): 6.193 bohr
Spurious inner maximum of model: 2.510 bohr
With R^-6 and R^-7: R = 12.530 bohr, depth 13.383 cm^-1
With undistorted tail: R = 11.861 bohr, depth 15.761 cm^-1
Numerical curve: R = 12.546 bohr, depth 13.342 cm^-1 = 6.0791e-05 hartree
  mean of g and u -20.682 cm^-1
  half-splitting 7.340 cm^-1
R (bohr), numerical u curve, two-term model (cm^-1):
     8    305.944    312.804
    10     21.713     23.930
    11     -5.360     -4.061
    12    -12.706    -11.908
    13    -13.052    -12.545
    14    -11.304    -10.975
    16     -7.391     -7.244
    20     -3.116     -3.080
```
